Choosing tolerances for complex bands with singular interlayer coupling

**The decision**

A leakage estimate for a gate oxide needs the decay constant κ of the electron inside the film, or the tunnelling mass derived from it. A program that computes complex bands returns a list of Bloch factors λ, from which false solutions must be removed and propagating states picked out. It is tempting to do both by magnitude: below which |λ| is a solution to be discarded as zero, and how close to 1 must |λ| be for a state to count as propagating? A poor choice adds decay channels that do not exist, or miscounts the open channels near a band edge. The analysis below leads to a different pair of settings: a tolerance on matrix rank, applied before any λ is computed, and a tolerance on energy, applied afterwards.

**From layers to a pencil**

Cut the crystal into identical cells of thickness a along the transport direction, at fixed parallel wavevector. Each cell has N orthonormal orbitals, and is thick enough for only adjacent cells to couple. H0 is the Hermitian matrix within a cell and H1 = ⟨n|H|n+1⟩ leads to the next one. With X = E − H0 and E real, the Schrödinger equation in cell n is

X ψₙ = H1 ψₙ₊₁ + H1† ψₙ₋₁.

Insert ψₙ = λⁿψ and multiply by λ:

λ²H1ψ − λXψ + H1†ψ = 0.

To make this linear in λ, take φ = λψ as a second unknown. The two equations φ = λψ and −H1†ψ + Xφ = λH1φ together read

A x = λ B x,  x = (ψ, φ),
A = [[0, 1], [−H1†, X]],  B = [[1, 0], [0, H1]].

The second block row is divided by a typical energy, so that both matrices are dimensionless and of order one. Neither H1 nor X is inverted. This matters because H1 is singular whenever some orbitals do not reach the next cell.

**How many solutions are physical**

Let H(λ) = H0 + λH1 + H1†/λ and Δ(λ) = det[E − H(λ)]. For λ ≠ 0, eliminating the first block row gives

det(A − λB) = det(−λ·1) det(X − λH1 − H1†/λ) = (−λ)ᴺ Δ(λ),

up to the constant from the energy scaling. Write Δ(λ) = Σ cₘλᵐ. On the unit circle H(λ) is Hermitian and Δ is real, so c₋ₘ = cₘ*. If the highest power is s, the lowest is −s, and λᴺΔ runs from λᴺ⁻ˢ to λᴺ⁺ˢ. Of the 2N eigenvalues,

N − s are zero, N − s are infinite, 2s are finite and nonzero.

The relation between the coefficients also gives Δ(1/λ*)* = Δ(λ): each decaying solution λ has a growing partner 1/λ*.

It is tempting to set s equal to r, the rank of H1. To see when this holds, use the singular value decomposition. Let U and V hold the r left and right singular vectors with nonzero singular values Σ, and let U⊥ and V⊥ complete them. In the bases [U, U⊥] for rows and [V, V⊥] for columns, the term −λH1 appears only in the first r rows, as −λΣ on the diagonal; all other terms are constant or proportional to 1/λ. Each product in the determinant takes one element per row, so no power exceeds r. The power λʳ needs −λΣ from all of the first r rows and a λ-independent element from every other row, which can only come from X. Therefore

|c_r| = (product of the entries of Σ) × |det(U⊥† X V⊥)|.

Thus s ≤ r, with equality only if the matrix U⊥†XV⊥ is nonsingular. A program that infers the number of physical solutions from the rank of H1 relies on this condition.

**A model oxide where rank counting fails**

Take a trilayer cell with round parameters: an oxygen plane with a p and an s orbital, a cation plane with one orbital, and a second oxygen plane. Cut between trilayers, H1 connects two oxygen orbitals to two others, so r = 2. U⊥ spans the left oxygen plane and the cation; V⊥ spans the cation and the right oxygen plane. The two rows of U⊥†XV⊥ belonging to the left oxygen plane have a nonzero entry only in the cation column, since the oxygen planes of one cell do not couple directly. They are proportional, the determinant vanishes at every E, and s < 2. Physically, two channels cross the cell boundary but both must pass through one cation orbital.

Now cut the same crystal beside the cation. This moves some orbitals to a neighbouring cell, which multiplies their amplitudes by a power of λ: H(λ) becomes P⁻¹H(λ)P with P diagonal. Δ is unchanged, and so are s and every finite λ. But H1 now has rank 1, and at E = 4.0 eV the smallest singular value of U⊥†XV⊥ is 0.87 eV, so s = r = 1. Both cuts have four zero, four infinite and two finite solutions; only the second reveals this through its rank. If the cell boundary can be chosen, take the cut whose H1 has the lowest rank: s is the same for every cut and cannot exceed any of these ranks.

**Why no threshold on |λ| is safe**

For λ = 0 the eigenvector condition Ax = 0 gives φ = 0 and H1†ψ = 0, which has N − r independent solutions. If s < r, these are fewer than the N − s zero eigenvalues, so the pencil has Jordan blocks, that is, repeated eigenvalues short of eigenvectors.

Suppose there is a single block of size p. Near λ = 0 the determinant is gλᵖ with g ≠ 0. A perturbation of relative size δ, such as rounding, adds a constant hδ. The coefficient h is generally nonzero, because A has only one null vector and a first-order change can therefore lift its determinant. Solving gλᵖ + hδ = 0,

|λ| = (|h| δ/|g|)^(1/p).

A chain of slanted trimers shows the effect. Each trimer is an isolated cluster of three orbitals, assigned to three successive cells and coupled by a hopping w, with zero on-site energy. Expanding the 3×3 determinant,

Δ = E(E² − w²) − w²E = E³ − 2w²E.

It contains no λ, so s = 0 and all three lower eigenvalues are zero. But H1 has rank 2, which leaves one eigenvector: a block of size three. In a dense orbital basis at E = w, a standard QZ eigenvalue solver places these zeros at |λ| up to 8.5×10⁻⁶. Deliberate perturbations a factor of 1000 apart move them in the ratio expected from an exponent of 1/3; the fitted value is 0.3334.

For the oxide cut between trilayers, also in a dense orbital basis, the largest of the four false values is about 10⁻⁹. With a = 0.5 nm it would be read as κ = −ln(10⁻⁹)/a ≈ 41 nm⁻¹. A genuine solution may have a |λ| of this size in another crystal, so the magnitude alone cannot identify a false one.

**The rank tolerance**

The zeros can be removed before they are perturbed. Let the q columns of Z span the null space of A, and let the columns of R complete them. Let Q span the range of BZ and W its orthogonal complement. Then AZ = 0 and W†BZ = 0, so that W†(A − λB)Z = 0. In these bases the pencil is block triangular:

[[−λ Q†BZ, *], [0, W†(A − λB)R]].

If BZ has full column rank, Q†BZ is invertible and the determinant is a constant times λ^q times that of the lower block. Exactly q zeros have been split off. The smaller pencil may have a singular first matrix again, so the step is repeated until it does not. Exchanging A and B then removes the infinities. The remaining 2s × 2s pencil has two nonsingular matrices and goes to an ordinary solver.

For the oxide, the stages remove 3 and then 1 zeros with the first cut, and 4 at once with the second. For the trimer they remove 1, 1 and 1. A single pass based on the null space of H1 would leave false solutions in both of the staged cases.

Each stage decides which singular values are zero. In a dense basis of the oxide, the smallest one kept is 1.9×10⁻² and the largest one dropped is 2×10⁻¹⁶, relative to the energy scale. A tolerance of 10⁻¹⁰ lies far from both. It does set a floor on |λ|: because Ax = λBx and B is of order one, the smallest singular value of A is at most of order |λ|, so a genuine solution with |λ| below the tolerance is removed as a zero. The bound works in one direction only: close to a Jordan block the singular value is of order |λ|ᵖ, and much larger |λ| can be lost. If the trimers are linked end to start by a hopping g = 10⁻¹¹ w, the genuine decaying solutions at E = w have |λ| ≈ (g/w)^(1/3) ≈ 2×10⁻⁴, yet a tolerance of 10⁻¹⁰ removes them. In a very thick cell even the slowest decay can be lost in this way; use the thinnest cell that couples only to its neighbours. If the matrix elements carry a relative error δ, the tolerance must exceed δ: an error matrix of norm δ can shift a singular value by as much as δ. Later stages also inherit the error of the null spaces found earlier. Inspect the two values either side of the cut; if no clear gap separates them, the rank is not determined by the data.

One case must stop the calculation. If BZ loses column rank, some vector is annihilated by both A and B, and Δ vanishes for every λ. The energy then lies on a flat band: every λ is a solution, and this reduction cannot isolate the discrete λ that other bands may still have at that energy. Conversely, in exact arithmetic a pencil with Δ ≡ 0 must trigger this signal. Its first matrix is singular at every stage, so the reduction cannot stop normally; and it cannot shrink to nothing, because an empty determinant equals 1. The trimer at E = 0, where E³ − 2w²E = 0, is detected in this way. With rounding, errors can grow from stage to stage, and a flat band whose localised state extends over many cells can be missed. Move E off the flat level, or treat the localised states separately.

**What distinguishes a propagating state**

Multiply the layer equation by ψₙ† and take the imaginary part. The left side is real because X is Hermitian, and Im(ψₙ†H1†ψₙ₋₁) = −Im(ψₙ₋₁†H1ψₙ). Hence

Im(ψₙ†H1ψₙ₊₁) = Im(ψₙ₋₁†H1ψₙ):

the flux through each cell boundary is the same. For a Bloch solution it is also |λ|²ⁿ Im(λψ†H1ψ). Both can hold only if |λ| = 1 or the flux is zero. A single evanescent solution carries no flux.

For λ = exp(iθ), θ = ka and normalised ψ, differentiating E = ψ†H(λ)ψ gives, since the changes of ψ cancel for an eigenvector,

v = (a/ħ) dE/dθ = (a/ħ) ψ† i(λH1 − H1†/λ) ψ.

The sign of v, not that of k, tells right-moving from left-moving states. If several states share one λ, the solver returns arbitrary mixtures; the velocity matrix must be diagonalised within that subspace. Two channels with opposite dispersion, mixed by a random rotation, are then sorted correctly into two right-moving and two left-moving states.

**The energy tolerance**

Near a simple band edge Ec with mass m, E = Ec + ħ²k²/(2m). At a small energy ε below the edge k = iκ, and

1 − |λ| ≈ κa = a√(2mε)/ħ.

The square root makes |λ| a poor measure of distance from the band. In the oxide, 10⁻⁸ eV below the conduction edge, |λ| deviates from 1 by up to 1.9×10⁻⁴. Since ε grows as the square of the deviation, a modulus tolerance of 10⁻³ would accept evanescent states as far as

(10⁻³/1.9×10⁻⁴)² × 10⁻⁸ eV ≈ 3×10⁻⁷ eV

below the edge. Tightening the tolerance meets the opposite limit. Rounding errors in the pencil need not respect the pairing of λ with 1/λ*, so they can act like a complex energy error of size η. This shifts θ by about η/(dE/dθ), which grows as the velocity vanishes, and the imaginary part of the shift moves |λ| away from 1. At the edge itself the computed λ lies 1.1×10⁻⁷ from 1, which by the same square law corresponds to an energy error of only

(1.1×10⁻⁷/1.9×10⁻⁴)² × 10⁻⁸ eV ≈ 3×10⁻¹⁵ eV.

Slightly above the edge, at 10⁻⁸ eV, the deviation of |λ| is 2×10⁻¹⁵, so there a tight modulus test would also have worked. The reason is that this model has real matrices: the two solutions are a conjugate pair, and |λ|² is the ratio of the determinants of the final 2 × 2 matrices, which does not become sensitive at low velocity. Complex matrices lack this protection, and so do real matrices whose band edge lies at a phase other than 0 or π, where the two nearly equal λ are not conjugates of each other. The tolerance that a modulus test needs then depends on the velocity.

The remedy is to ask the question in energy. If |ln|λ|| is inside a coarse window, replace λ by its phase λ/|λ|, diagonalise the Hermitian H(λ/|λ|), and accept the state as propagating if a level lies within δE of E. For a propagating state the mismatch is of the order of η, whatever its velocity. For an evanescent state near a simple edge, the phase is that of the edge and the mismatch is ε. Below an isolated edge, δE is therefore the energy resolution of the classification. A further setting is needed for counting: eigenvalues whose phases differ by less than 10⁻⁵ are treated as one group, so that degenerate states are not counted repeatedly. Just above an edge this grouping merges the two propagating states, whatever δE is; in the oxide this happens within (5×10⁻⁶/1.9×10⁻⁴)² × 10⁻⁸ eV ≈ 7×10⁻¹² eV of Ec.

Within δE below an edge, the decaying and growing solutions share one phase and lead to the same band state. One state is then found for two eigenvalues, and this shortage is reported as an unresolved edge. With δE = 10⁻⁹ eV, the oxide is classified as evanescent 10⁻⁸ eV below Ec, propagating 10⁻⁸ eV above it, and unresolved at Ec.

Choose δE above the rounding error η and below any distance to an edge that matters. An error in the Hamiltonian moves the edges themselves. It stays out of the mismatch only while λ and the levels come from the same matrices. If the rank tolerance has been raised above a data error δ, the staircase discards singular values of size δ and λ belongs to a slightly different pencil. The mismatch of a propagating state then grows to the order of δ times the energy scale. In the oxide at E = 6.8 eV, a random error of 2×10⁻⁷ eV in the matrices gives a mismatch near 10⁻⁷ eV, and with δE = 10⁻⁹ eV both propagating states are reported as evanescent, without any flag. In that case δE must exceed this truncation error as well. A large δE has its own risk: if it exceeds the splitting of two bands whose phases are still told apart, each state matches both levels and is counted twice. For the flag to cover the whole range δE below an edge, the window must exceed a√(2mδE)/ħ; with a narrower window, part of that range is classified as evanescent. Here that quantity is 1.9×10⁻⁴ × √0.1 ≈ 6×10⁻⁵, against a window of 10⁻³. A wide window has a cost: a slowly decaying pair can pass the energy test if an unrelated band happens to have a level at E with the same phase. Too few states are then found, and an unresolved edge is reported although no edge lies within δE. If this is suspected, narrow the window or shift E slightly. Two bands that nearly coincide at E can raise the same flag far from any edge: their phases are grouped as one, but only one of the levels lies within δE. Narrowing the window does not help in that case. The flag therefore means that the count is unresolved, and an edge is only the most common cause.

**The oxide barrier in closed form**

The model is simple enough to solve by hand. Let dₙ be the cation amplitude, cᵢ,ₙ the oxygen amplitude to its right and bᵢ,ₙ the one to its left, with i = p, s. The cation couples to b with αᵢ = tᵢ, and to c with γᵢ; because a p orbital is odd, γ_p = −t_p, while γ_s = t_s. Oxygen planes of adjacent trilayers couple through τ_p > 0 and τ_s < 0, so αᵢγᵢτᵢ = −tᵢ²|τᵢ| for both orbitals. With xᵢ = E − εᵢ,

xᵢ cᵢ,ₙ = γᵢ dₙ + τᵢ bᵢ,ₙ₊₁,  xᵢ bᵢ,ₙ₊₁ = αᵢ dₙ₊₁ + τᵢ cᵢ,ₙ.

Solving this pair with Dᵢ = xᵢ² − τᵢ²,

cᵢ,ₙ = (xᵢγᵢdₙ + τᵢαᵢdₙ₊₁)/Dᵢ,  bᵢ,ₙ₊₁ = (xᵢαᵢdₙ₊₁ + τᵢγᵢdₙ)/Dᵢ.

Insert these into (E − Ed)dₙ = Σ(αᵢbᵢ,ₙ + γᵢcᵢ,ₙ), and use dₙ₊₁ + dₙ₋₁ = 2cos(ka) dₙ:

E − Ed − 2Σtᵢ²xᵢ/Dᵢ = −2S cos ka,  S = Σtᵢ²|τᵢ|/Dᵢ.

The parameters are Ed = 4 eV, ε = (0, −15) eV, |τ| = (1.5, 0.5) eV and t = (3, 1) eV for (p, s). At E = 4 eV, D_p = 16 − 2.25 = 13.75 eV² and D_s = 361 − 0.25 = 360.75 eV². The left side is −2(36/13.75 + 19/360.75) = −5.342 eV, and 2S = 2(13.5/13.75 + 0.5/360.75) = 1.966 eV. Thus cos ka = 2.716, which exceeds 1: k is imaginary, and

κ = arcosh(2.716)/(0.5 nm) = 3.31 nm⁻¹.

The staircase gives the same value, λ = 0.1908. So does a test that uses no Bloch ansatz: the response of a finite slab to a source falls by 0.1908 per cell.

At k = 0 the terms combine through (xᵢ − |τᵢ|)/Dᵢ = 1/(xᵢ + |τᵢ|), and the conduction edge satisfies

Ec − Ed = 2Σtᵢ²/(Ec − εᵢ + |τᵢ|),  Ec = 6.377 eV.

The valence edge is the oxygen state with no cation amplitude, at ε_p + |τ_p| = 1.5 eV. The gap is 4.877 eV.

For small k, cos ka ≈ 1 − k²a²/2. Expanding the dispersion about Ec gives

[1 + 2Σtᵢ²/(Ec − εᵢ + |τᵢ|)²](E − Ec) = S a²k².

Comparison with ħ²k²/(2m) yields the edge mass

m_c = ħ²[1 + 2Σtᵢ²/(Ec − εᵢ + |τᵢ|)²]/(2a²S).

At Ec the bracket is 1 + 18/7.877² + 2/21.877² = 1.294 and S = 0.3526 eV, so m_c = 0.5595 mₑ. The pencil agrees 10⁻⁴ eV below the edge.

**Which mass to pass on**

Define the tunnelling mass by m_t(E) = ħ²κ²/[2(Ec − E)]. It tends to m_c at the edge, but it is not constant:

Ec − E = 0.5 eV: κ = 2.36 nm⁻¹, m_t = 0.43 mₑ
Ec − E = 1 eV: κ = 2.97 nm⁻¹, m_t = 0.34 mₑ
Ec − E = 2 eV: κ = 3.33 nm⁻¹, m_t = 0.21 mₑ
Ec − E = 4 eV: κ = 2.39 nm⁻¹, m_t = 0.05 mₑ

A parabola would make κ grow without limit below Ec. Here the complex band must return to κ = 0 at the valence edge, so m_t tends to zero there. The largest κ, 3.34 nm⁻¹, occurs at 4.30 eV, above the midgap energy of 3.94 eV; midgap is not a reliable guess for this point.

For a flat barrier of thickness d = 2 nm and an electron 1 eV below Ec, the attenuation factor exp(−2κd) is 7.0×10⁻⁶. With the edge mass held constant it is 2.2×10⁻⁷, smaller by a factor of about 32. These are exponential factors only: the transmission also depends on the matching at the electrodes, and an applied field makes κ vary across the film.

Use m_c only where m_c and m_t(E) give exponents differing by much less than one. Otherwise pass on κ(E), or fit a mass at the barrier depth that carries the current. In this model, a single mass fitted at 1 eV is too small at 0.5 eV and too large at 2 eV.

The numerical output lists the remaining values, including the channel counts of a random crystal with singular coupling, which agree with direct counts of its band crossings.

Calculated quantities

```
cell thickness a = 0.5 nm; cation level = 4.0 eV
oxygen p, s levels = 0.0, -15.0 eV
O-O couplings p, s = 1.5, -0.5 eV
cation-O coupling sizes p, s = 3.0, 1.0 eV
valence edge Ev = 1.5000 eV; conduction edge Ec = 6.3767 eV
gap = 4.8767 eV
tolerances: rank 1e-10, energy 1e-09 eV, window 1e-03, phase 1e-05
gap energy used for counting = 4.0 eV
rank H1: cut between trilayers 2, cut beside cation 1
highest power s of determinant = 1
smallest singular value of minor, two cuts = -0.0e+00, 0.8732 eV
zeros removed per stage: first cut [3, 1], second cut [4]
infinities removed per stage: first cut [3, 1], second cut [4]
dense basis: smallest kept singular value = 1.86e-02
dense basis: largest dropped singular value = 2.1e-16
plain QZ, dense basis: largest |lam| of the 4 true zeros = 1.0e-09
finite lam at gap energy = 0.190760, 5.242191
cos(ka) closed form at gap energy = 2.716475
slab response ratio, cell 6 over cell 5 = 0.190760
kappa at gap energy = 3.3135 1/nm
band energy 6.8 eV: cos(ka) = 0.120546
right-moving state: k = 2.8999 1/nm, v = 3.2424e+05 m/s
edge test offset = 1e-08 eV
below edge: largest ||lam|-1| = 1.916e-04 (evanescent)
above edge: largest ||lam|-1| = 1.9e-15 (propagating)
at edge: largest |lam-1| = 1.1e-07 (flagged unresolved)
conduction-edge mass, formula = 0.55950 m_e
tunnelling mass 0.0001 eV below Ec = 0.55947 m_e
Ec-E = 0.5 eV: kappa = 2.3636 1/nm, m_t = 0.4257 m_e
Ec-E = 1.0 eV: kappa = 2.9661 1/nm, m_t = 0.3352 m_e
Ec-E = 2.0 eV: kappa = 3.3336 1/nm, m_t = 0.2117 m_e
Ec-E = 3.0 eV: kappa = 3.1308 1/nm, m_t = 0.1245 m_e
Ec-E = 4.0 eV: kappa = 2.3892 1/nm, m_t = 0.0544 m_e
largest kappa = 3.3353 1/nm at E = 4.296 eV
exp(-2 kappa d), d = 2.0 nm, Ec-E = 1 eV: 7.037e-06
same with constant edge mass: 2.203e-07
random crystal: propagating counts at 7 energies = [0, 2, 0, 2, 2, 2, 2]
trimer: zeros removed per stage = [1, 1, 1], infinities = [1, 1, 1]
trimer, plain QZ: largest |lam| of the 3 true zeros = 8.5e-06
trimer: |lam| for perturbations 1e-9, 1e-12 = 1.30e-03, 1.29e-04
trimer: fitted exponent = 0.3334
trimer at its own level: flat band detected = True
degenerate channels: right 2, left 2
```
